# Counting mechanical constraints in a Ge2Sb2Te5 glass network: a program that tests the result

```python
"""Constraint count of a Ge2Sb2Te5 network with Ge fourfold, Sb threefold, Te twofold.

Result under test: an atom with r >= 2 bonds in generic directions carries
r/2 stretching and 2r-3 independent bending constraints; the average over
Ge2Sb2Te5 is 11/3 per atom, against 3 degrees of freedom per atom.
Symbols: r = number of bonds of an atom, N = number of atoms,
zero modes = motions that change no bond length and no constrained angle.
"""
from itertools import combinations
from math import erfc, sqrt
import numpy as np
from scipy import constants
from scipy.integrate import quad

rng = np.random.default_rng(7)
amount = {"Ge": 2, "Sb": 2, "Te": 5}
bonds_of = {"Ge": 4, "Sb": 3, "Te": 2}
atoms_per_unit = sum(amount.values())


def count_formula(r):
    return 2.5 * r - 3.0


def independent_angles(vectors):
    """Rank of the derivatives of all bond-angle cosines at one atom."""
    vectors = np.array(vectors, dtype=float)
    r = len(vectors)
    if r < 2:
        return 0
    vectors /= np.linalg.norm(vectors, axis=1)[:, None]
    pairs = list(combinations(range(r), 2))

    def cosines(flat):
        v = flat.reshape(r, 3)
        v = v / np.linalg.norm(v, axis=1)[:, None]
        return np.array([v[i] @ v[j] for i, j in pairs])

    start, step = vectors.ravel(), 1e-5
    columns = []
    for k in range(3 * r):
        shift = np.zeros(3 * r)
        shift[k] = step
        columns.append((cosines(start + shift) - cosines(start - shift)) / (2 * step))
    return int(np.linalg.matrix_rank(np.array(columns).T, tol=1e-6))


# Local counts, from generic directions and from special geometries
angles = {r: independent_angles(rng.normal(size=(r, 3))) for r in range(1, 7)}
for r in range(2, 7):
    assert angles[r] == 2 * r - 3
tetrahedron = [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]
tetrahedral_rank = independent_angles(tetrahedron)
pyramid_rank = independent_angles(np.eye(3))
linear_rank = independent_angles([[1, 0, 0], [-1, 0, 0]])
planar_rank = independent_angles([[1, 0, 0], [-0.5, sqrt(0.75), 0], [-0.5, -sqrt(0.75), 0]])
assert tetrahedral_rank == 5 and pyramid_rank == 3
assert linear_rank < 1 and planar_rank < 3      # the exceptions to the rule

local = {r: r / 2 + angles[r] for r in angles}
mean_r = sum(amount[s] * bonds_of[s] for s in amount) / atoms_per_unit
mean_count = count_formula(mean_r)


# Random network: no Te-Te bonds, no double bonds, no self-bonds
def build_network(units):
    species = [s for s in amount for _ in range(units * amount[s])]
    core = [i for i, s in enumerate(species) if s != "Te" for _ in range(bonds_of[s])]
    te = [i for i, s in enumerate(species) if s == "Te" for _ in range(bonds_of[s])]
    for _ in range(10000):
        ends = rng.permutation(core)
        rest = ends[len(te):]
        raw = list(zip(ends[:len(te)], te)) + list(zip(rest[::2], rest[1::2]))
        bonds = {tuple(sorted((int(i), int(j)))) for i, j in raw if i != j}
        if len(bonds) == len(raw):
            return species, sorted(bonds)
    raise RuntimeError("no simple network found")


def neighbour_lists(n, bonds):
    near = [[] for _ in range(n)]
    for i, j in bonds:
        near[i].append(j)
        near[j].append(i)
    return near


def zero_modes(position, bonds, bending_atoms):
    """Zero modes, rank and smallest nonzero singular value."""
    n = len(position)
    rows = []
    for i, j in bonds:
        row = np.zeros((n, 3))
        row[i] = position[i] - position[j]
        row[j] = -row[i]
        rows.append(row.ravel())
    near = neighbour_lists(n, bonds)
    for c in bending_atoms:
        for i, j in combinations(near[c], 2):
            a, b = position[i] - position[c], position[j] - position[c]
            row = np.zeros((n, 3))
            row[i], row[j], row[c] = b, a, -(a + b)
            rows.append(row.ravel())
    matrix = np.array(rows)
    matrix /= np.linalg.norm(matrix, axis=1)[:, None]
    values = np.linalg.svd(matrix, compute_uv=False)
    kept = values[values > 1e-10 * values[0]]
    return 3 * n - len(kept), len(kept), kept[-1]


species, bonds = build_network(10)
N = len(species)
position = rng.normal(size=(N, 3))
near = neighbour_lists(N, bonds)
bending = sum(independent_angles(position[near[i]] - position[i]) for i in range(N))
network_count = len(bonds) + bending
assert abs(network_count / N - mean_count) < 1e-12
modes, rank, smallest = zero_modes(position, bonds, range(N))
assert modes == 6                    # only rigid translations and rotations
assert smallest > 1e-7               # clear gap above rounding noise
redundant = network_count - rank
assert abs(redundant - (2 * N / 3 + 6)) < 1e-9

# Floppy contrast: closed ring of twofold atoms
ring = [(i, (i + 1) % N) for i in range(N)]
ring_modes, ring_rank, _ = zero_modes(position, ring, range(N))
assert ring_modes == round(N * (3 - count_formula(2)))

# Remove the bending constraints of one element at a time
without = {}
for s in amount:
    keep = [i for i in range(N) if species[i] != s]
    reduced = mean_count - amount[s] * angles[bonds_of[s]] / atoms_per_unit
    without[s] = (reduced, zero_modes(position, bonds, keep)[0])
assert without["Ge"][1] > 6

# Fewest bonds among Ge and Sb, by enumeration of all bond balances
core_ends = sum(amount[s] * bonds_of[s] for s in ("Ge", "Sb"))
te_ends = amount["Te"] * bonds_of["Te"]
possible = [cc for cc in range(20) for ct in range(20) for tt in range(20)
            if 2 * cc + ct == core_ends and ct + 2 * tt == te_ends]
fewest_core_bonds = min(possible)
assert fewest_core_bonds == (core_ends - te_ends) // 2

# All bonds end on Te: one twofold and four threefold Te per formula unit
te_mean = core_ends / amount["Te"]
ordered_count = (2 * local[4] + 2 * local[3] + local[2] + 4 * local[3]) / atoms_per_unit
ordered_r = 2 * core_ends / atoms_per_unit
assert abs(ordered_count - count_formula(ordered_r)) < 1e-12

# Memory cell: rough density, round stiffness and angle limit
edge_nm, density_nm3, temperature = 20.0, 31.0, 358.0
stiffness, limit_deg = 2.0, 20.0
cell_atoms = density_nm3 * edge_nm**3
per_edge = round(edge_nm * density_nm3 ** (1 / 3))
surface_fraction = 1 - ((per_edge - 2) / per_edge) ** 3
bond_loss = sum(amount[s] * (local[bonds_of[s]] - local[bonds_of[s] - 1])
                for s in amount) / atoms_per_unit
surface_loss = surface_fraction * bond_loss

kT = constants.k * temperature / constants.e
rms = sqrt(kT / stiffness)
limit = np.radians(limit_deg)


def weight(x):
    return np.exp(-stiffness * x * x / (2 * kT))


norm = quad(weight, 0, 12 * rms)[0]
rms_quad = sqrt(quad(lambda x: x * x * weight(x), 0, 12 * rms)[0] / norm)
broken = quad(weight, limit, 12 * rms)[0] / norm
assert abs(rms_quad / rms - 1) < 1e-7
assert abs(broken - erfc(limit / (rms * sqrt(2)))) < 1e-7
bending_per_atom = sum(amount[s] * angles[bonds_of[s]] for s in amount) / atoms_per_unit
thermal_loss = broken * bending_per_atom
assert thermal_loss < surface_loss < ordered_count - mean_count

print(f"mean coordination: {mean_r:.4f} bonds per atom")
for s in amount:
    r = bonds_of[s]
    print(f"{s}: bonds {r}, stretching {r/2:.1f}, bending {angles[r]}, total {local[r]:.1f}")
print(f"bonds per formula unit: {len(bonds)/10:.0f}")
print(f"stretching constraints per atom: {mean_r/2:.4f}")
print(f"bending constraints per atom: {bending_per_atom:.4f}")
print(f"total constraints per atom: {mean_count:.4f}")
print(f"excess over 3 per atom: {mean_count-3:.4f}")
print(f"coordination at balance: {(3+3)/2.5:.2f} bonds per atom")
print(f"independent angles, regular tetrahedron: {tetrahedral_rank} of 6")
print(f"independent angles, right-angled pyramid: {pyramid_rank} of 3")
print(f"independent angles, linear twofold atom: {linear_rank} of 1")
print(f"independent angles, planar threefold atom: {planar_rank} of 3")
print(f"test network: {N} atoms, {len(bonds)} bonds, {bending} bending constraints")
print(f"test network: {network_count} constraints, {rank} independent, {redundant} redundant")
print(f"test network zero modes: {modes}")
print(f"smallest nonzero singular value: {smallest:.1e} (dimensionless)")
print(f"ring of {N} twofold atoms: {ring_rank} independent, {ring_modes} zero modes")
for s in amount:
    print(f"without {s} bending: {without[s][0]:.4f} per atom, {without[s][1]} zero modes")
print(f"bond ends per formula unit: Ge and Sb {core_ends}, Te {te_ends}")
print(f"fewest bonds among Ge and Sb: {fewest_core_bonds} per formula unit")
print(f"all bonds on Te: Te coordination {te_mean:.2f}, mean {ordered_r:.4f}")
print(f"all bonds on Te: {ordered_count:.4f} constraints per atom")
print(f"all bonds on Te: change {ordered_count-mean_count:+.4f} per atom")
print(f"cell edge: {edge_nm:.0f} nm; rough density: {density_nm3:.0f} atoms/nm^3")
print(f"atoms in cell: {cell_atoms:.3e}")
print(f"constraints in cell: {cell_atoms*mean_count:.3e}")
print(f"excess constraints in cell: {cell_atoms*(mean_count-3):.3e}")
print(f"atoms along cell edge: {per_edge}")
print(f"surface atom fraction: {100*surface_fraction:.2f} %")
print(f"mean loss per cut bond end: {bond_loss:.4f} constraints")
print(f"free-surface loss: {surface_loss:.4f} constraints per atom")
print(f"temperature: {temperature:.0f} K; thermal energy: {kT:.5f} eV")
print(f"angular stiffness: {stiffness:.1f} eV/rad^2; limit: {limit_deg:.0f} degrees")
print(f"rms thermal angle change: {np.degrees(rms):.2f} degrees")
print(f"fraction beyond limit: {100*broken:.3f} %")
print(f"thermal loss: {thermal_loss:.4f} constraints per atom")
print("tests ok")
```

Printed output:

```
mean coordination: 2.6667 bonds per atom
Ge: bonds 4, stretching 2.0, bending 5, total 7.0
Sb: bonds 3, stretching 1.5, bending 3, total 4.5
Te: bonds 2, stretching 1.0, bending 1, total 2.0
bonds per formula unit: 12
stretching constraints per atom: 1.3333
bending constraints per atom: 2.3333
total constraints per atom: 3.6667
excess over 3 per atom: 0.6667
coordination at balance: 2.40 bonds per atom
independent angles, regular tetrahedron: 5 of 6
independent angles, right-angled pyramid: 3 of 3
independent angles, linear twofold atom: 0 of 1
independent angles, planar threefold atom: 2 of 3
test network: 90 atoms, 120 bonds, 210 bending constraints
test network: 330 constraints, 264 independent, 66 redundant
test network zero modes: 6
smallest nonzero singular value: 3.4e-02 (dimensionless)
ring of 90 twofold atoms: 180 independent, 90 zero modes
without Ge bending: 2.5556 per atom, 45 zero modes
without Sb bending: 3.0000 per atom, 13 zero modes
without Te bending: 3.1111 per atom, 6 zero modes
bond ends per formula unit: Ge and Sb 14, Te 10
fewest bonds among Ge and Sb: 2 per formula unit
all bonds on Te: Te coordination 2.80, mean 3.1111
all bonds on Te: 4.7778 constraints per atom
all bonds on Te: change +1.1111 per atom
cell edge: 20 nm; rough density: 31 atoms/nm^3
atoms in cell: 2.480e+05
constraints in cell: 9.093e+05
excess constraints in cell: 1.653e+05
atoms along cell edge: 63
surface atom fraction: 9.22 %
mean loss per cut bond end: 1.9444 constraints
free-surface loss: 0.1794 constraints per atom
temperature: 358 K; thermal energy: 0.03085 eV
angular stiffness: 2.0 eV/rad^2; limit: 20 degrees
rms thermal angle change: 7.12 degrees
fraction beyond limit: 0.495 %
thermal loss: 0.0115 constraints per atom
tests ok
```
